# Shear viscosity from all five traceless stress components: test program

```python
"""Shear viscosity from all five traceless stress components.

Result under test, for an isotropic fluid:
    eta = V/(10 kT) * integral_0^inf sum_ab <S_ab(0) S_ab(t)> dt
S_ab: symmetric traceless stress, V: volume, kT: thermal energy.
For Gaussian stress its variance is 1/5 of that from S_xy alone.
For C(t) = C0 exp(-|t|/tau), cutoff tc and origin window W >> tau:
    Var_xy/eta^2 = [4 tc - 3 tau + (2 tc + 3 tau) exp(-2 tc/tau)]/W
Rydberg atomic units: energy Ry, length bohr, time hbar/Ry.
"""
import numpy as np
from numpy.polynomial.hermite_e import hermegauss
from numpy.polynomial.legendre import leggauss
from scipy import constants as sc
from scipy.signal import lfilter
from scipy.spatial.transform import Rotation

identity = np.eye(3)


def remove_trace(stress):
    """Traceless part; the tensor indices are the first two axes."""
    trace = stress[0, 0] + stress[1, 1] + stress[2, 2]
    result = stress.copy()
    for a in range(3):
        result[a, a] -= trace / 3
    return result


def five_modes(s):
    """Five orthogonal components with the normalization of S_xy."""
    return np.array([s[0, 1], s[1, 2], s[2, 0], (s[0, 0] - s[1, 1]) / 2,
                     (2 * s[2, 2] - s[0, 0] - s[1, 1]) / (2 * np.sqrt(3))])


def kinetic_stress(n_particles):
    """Quadrature nodes of sum_i v_a v_b for unit Gaussian velocities.

    Five nodes per velocity are exact for the eighth-degree moments used.
    """
    x, w = hermegauss(5)
    w = w / w.sum()
    dim = 3 * n_particles
    nodes = np.stack(np.meshgrid(*[x] * dim, indexing="ij"), axis=-1)
    weights = np.stack(np.meshgrid(*[w] * dim, indexing="ij"), axis=-1)
    v = nodes.reshape(-1, n_particles, 3)
    weights = weights.reshape(-1, dim).prod(axis=1)
    return remove_trace(np.einsum("qia,qib->abq", v, v)), weights


# Isotropic correlation tensor and its contraction, from velocity averages
s_kin, w_kin = kinetic_stress(1)
corr = np.einsum("abq,cdq,q->abcd", s_kin, s_kin, w_kin)
isotropic = (np.einsum("ac,bd->abcd", identity, identity)
             + np.einsum("ad,bc->abcd", identity, identity)
             - 2 / 3 * np.einsum("ab,cd->abcd", identity, identity))
assert np.allclose(corr / corr[0, 1, 0, 1], isotropic, atol=1e-10)
factor = np.einsum("abab->", corr) / corr[0, 1, 0, 1]
assert abs(factor - 10) < 1e-10
modes_kin = five_modes(s_kin)
mode_cov = np.einsum("jq,kq,q->jk", modes_kin, modes_kin, w_kin)
assert np.allclose(mode_cov / corr[0, 1, 0, 1], np.eye(5), atol=1e-10)
assert np.allclose((s_kin**2).sum(axis=(0, 1)),
                   2 * (modes_kin**2).sum(axis=0))

# Non-Gaussian stress of few particles: gain for the equal-time square


def few_particle_gain(n):
    return 5 * (n + 3) / (n + 7)


gain_kin = {}
for n in (1, 2):
    s_n, w_n = kinetic_stress(n)
    squares = five_modes(s_n)**2
    one, five = squares[0], squares.mean(axis=0)
    var_one = w_n @ one**2 - (w_n @ one)**2
    var_five = w_n @ five**2 - (w_n @ five)**2
    gain_kin[n] = var_one / var_five
    assert abs(gain_kin[n] - few_particle_gain(n)) < 1e-9

# Cubic cell: average the xy correlation over all cell orientations
c_off, c_diag = 1.0, 2.0
cubic = np.zeros((3, 3, 3, 3))
for a in range(3):
    for b in range(3):
        if a != b:
            cubic[a, b, a, b] = cubic[a, b, b, a] = c_off
        cubic[a, a, b, b] = c_diag * (2 * (a == b) - 2 / 3)
cos_nodes, cos_weights = leggauss(6)
angle = 2 * np.pi * np.arange(12) / 12
g1, g2, g3 = np.meshgrid(angle, np.arccos(cos_nodes), angle, indexing="ij")
rot_weights = np.broadcast_to(cos_weights[None, :, None], g1.shape).ravel()
rot_weights = rot_weights / rot_weights.sum()
euler = np.column_stack([g1.ravel(), g2.ravel(), g3.ravel()])
rot = Rotation.from_euler("ZYZ", euler).as_matrix()
n_ax, m_ax = rot[:, 0], rot[:, 1]
rotated = np.einsum("qa,qb,qc,qd,abcd->q", n_ax, m_ax, n_ax, m_ax, cubic)
orientation_mean = rot_weights @ rotated
tensor_cubic = np.einsum("abab->", cubic) / 10
assert abs(orientation_mean - tensor_cubic) < 1e-10
assert abs(orientation_mean - (3 * c_off + 2 * c_diag) / 5) < 1e-10

# Variance law: direct integration of the Gaussian pairings, tau = 1


def variance_law(cut):
    return 4 * cut - 3 + (2 * cut + 3) * np.exp(-2 * cut)


def variance_by_quadrature(cut, h=0.05):
    t = np.linspace(0, cut, round(cut / h) + 1)
    w = np.full(t.size, h)
    w[[0, -1]] = h / 2
    half = round((cut + 15) / h)
    u = h * np.arange(-half, half + 1)
    total = 0.0
    for shift in u:
        lag_pairs = np.exp(-np.abs(shift + t[:, None] - t[None, :]))
        direct = np.exp(-abs(shift)) * (w @ lag_pairs @ w)
        crossed = ((w @ np.exp(-np.abs(shift + t)))
                   * (w @ np.exp(-np.abs(shift - t))))
        total += h * (direct + crossed)
    return total


quad_check = {}
for cut in (1.0, 5.0):
    quad_check[cut] = variance_by_quadrature(cut)
    # trapezoid error of second order in the step 0.05
    assert abs(quad_check[cut] / variance_law(cut) - 1) < 5e-3

# Simulated stress tensors


def simulate(ar, amplitude, runs, origins, lags, step, rng):
    """Time integrals of stress correlations, one value per trajectory.

    Nine independent noises are symmetrized and made traceless.
    Returns the five modes, (S_yy-S_zz)/2, and the tensor sum over 10.
    """
    burn = 100
    noise = rng.standard_normal((3, 3, runs, burn + origins + lags))
    field = lfilter([amplitude], ar, noise, axis=-1)[..., burn:]
    s = remove_trace((field + field.swapaxes(0, 1)) / np.sqrt(2))

    def integral(x):
        cum = np.zeros((runs, origins + lags + 1))
        np.cumsum(x, axis=-1, out=cum[:, 1:])
        inner = cum[:, lags + 1:lags + 1 + origins] - cum[:, :origins]
        inner -= 0.5 * (x[:, :origins] + x[:, lags:lags + origins])
        return step * np.mean(x[:, :origins] * inner, axis=-1)

    separate = [integral(q) for q in five_modes(s)]
    separate.append(integral((s[1, 1] - s[2, 2]) / 2))
    tensor = sum(integral(s[a, b]) for a in range(3) for b in range(3)) / 10
    return np.array(separate), tensor


def gains(separate, tensor):
    """Variance of one off-diagonal estimate over that of each average."""
    single = separate[:3].var(axis=1, ddof=1).mean()
    three = separate[:3].mean(axis=0).var(ddof=1)
    skew_set = separate[[0, 1, 2, 3, 5]].mean(axis=0).var(ddof=1)
    return (single, single / tensor.var(ddof=1), single / three,
            single / skew_set)


volume, kt, rms, tau = 20000.0, 0.005, 1e-5, 4000.0
cut_ratio, window_ratio, steps_per_tau = 5, 200, 5
cutoff, window = cut_ratio * tau, window_ratio * tau
step = tau / steps_per_tau
prefactor = volume * rms**2 / kt
eta = prefactor * tau

rng = np.random.default_rng(12345)
decay = np.exp(-1 / steps_per_tau)
batches = [simulate([1, -decay], np.sqrt(1 - decay**2), 500,
                    window_ratio * steps_per_tau,
                    cut_ratio * steps_per_tau, step, rng)
           for _ in range(20)]
separate = prefactor * np.concatenate([b[0] for b in batches], axis=1)
tensor = prefactor * np.concatenate([b[1] for b in batches])
assert np.allclose(tensor, separate[:5].mean(axis=0), rtol=1e-8, atol=1e-10)
var_single, gain_five, gain_three, gain_skew = gains(separate, tensor)

# Tolerances: about four or more standard errors of 10000 trajectories,
# plus about one percent for the time step and the finite window
eta_cut = eta * (1 - np.exp(-cutoff / tau))
assert abs(tensor.mean() / eta_cut - 1) < 0.015
rel_var = variance_law(cut_ratio) * tau / window
assert abs(var_single / eta**2 / rel_var - 1) < 0.06
assert abs(gain_five - 5) < 0.4
assert abs(gain_three - 3) < 0.25
assert abs(gain_skew - 50 / 11) < 0.36
assert abs(gain_five / gain_skew - 1.1) < 0.04

# Oscillating correlation function: the gain must not depend on its shape
radius, phase = 0.85, 0.5
osc = [simulate([1, -2 * radius * np.cos(phase), radius**2], 1.0, 500,
                400, 40, 1.0, rng) for _ in range(12)]
gain_osc = gains(np.concatenate([b[0] for b in osc], axis=1),
                 np.concatenate([b[1] for b in osc]))[1]
assert abs(gain_osc - 5) < 0.55  # 6000 trajectories

rydberg_joule = sc.h * sc.c * sc.Rydberg
bohr = sc.physical_constants["Bohr radius"][0]
time_ps = sc.hbar / rydberg_joule * 1e12
visc_mpas = sc.hbar / bohr**3 * 1e3
err_one, err_five = np.sqrt(rel_var), np.sqrt(rel_var / 5)
need_one = variance_law(cut_ratio) * tau / 0.1**2
need_five = need_one / 5

print(f"contraction factor from velocity average: {factor:.6f}")
print(f"cubic test, C_T = {c_off:.1f}, C_E = {c_diag:.1f} (no unit)")
print(f"  orientation average of xy: {orientation_mean:.6f}")
print(f"  tensor sum over 10: {tensor_cubic:.6f}")
for n, value in gain_kin.items():
    print(f"equal-time gain, {n} particle(s), quadrature: {value:.4f}")
print(f"equal-time gain, 100 particles, formula: {few_particle_gain(100):.4f}")
for cut, value in quad_check.items():
    print(f"variance integral, tc/tau = {cut:.0f}: quadrature {value:.4f},"
          f" formula {variance_law(cut):.4f}")
print(f"volume: {volume:.0f} bohr^3")
print(f"kT: {kt:.4f} Ry")
print(f"rms off-diagonal stress: {rms:.1e} Ry/bohr^3")
print(f"correlation time tau: {tau:.0f} hbar/Ry")
print(f"cutoff tc: {cutoff:.0f} hbar/Ry")
print(f"origin window: {window:.0f} hbar/Ry = {window * time_ps:.2f} ps")
print(f"time step of the simulated stress: {step:.0f} hbar/Ry")
print(f"V C0/kT: {prefactor:.3e} Ry/bohr^3")
print(f"exact viscosity: {eta:.4f} hbar/bohr^3 = {eta * visc_mpas:.4f} mPa s")
print(f"viscosity with cutoff: {eta_cut:.4f} hbar/bohr^3")
print(f"relative cutoff bias: {100 * (eta_cut / eta - 1):.3f} %")
print("first trajectory, estimates in hbar/bohr^3:")
labels = ["xy", "yz", "zx", "(xx-yy)/2", "(2zz-xx-yy)/(2 sqrt 3)"]
for label, value in zip(labels, separate[:5, 0]):
    print(f"  {label}: {value:.4f}")
print(f"  tensor formula: {tensor[0]:.4f}")
print(f"number of trajectories: {tensor.size}")
print(f"mean of tensor formula: {tensor.mean():.4f} hbar/bohr^3")
print(f"predicted relative variance, one component: {rel_var:.5f}")
print(f"predicted standard error, one: {100 * err_one:.2f} %"
      f" = {err_one * eta:.4f} hbar/bohr^3")
print(f"predicted standard error, five: {100 * err_five:.2f} %"
      f" = {err_five * eta:.4f} hbar/bohr^3")
print(f"observed standard error, one: {100 * np.sqrt(var_single) / eta:.2f} %")
print(f"observed standard error, five: {100 * tensor.std(ddof=1) / eta:.2f} %")
print(f"observed variance gain, five orthogonal: {gain_five:.3f}")
print(f"observed variance gain, three off-diagonal: {gain_three:.3f}")
print(f"observed gain, non-orthogonal five: {gain_skew:.3f}")
print(f"predicted gain, non-orthogonal five: {50 / 11:.3f}")
print(f"observed gain, oscillating correlation: {gain_osc:.3f}")
print(f"window for 10 % error, one: {need_one:.3e} hbar/Ry"
      f" = {need_one * time_ps:.1f} ps")
print(f"window for 10 % error, five: {need_five:.3e} hbar/Ry"
      f" = {need_five * time_ps:.1f} ps")
print("finished without a failed check")
```

Output:

```
contraction factor from velocity average: 10.000000
cubic test, C_T = 1.0, C_E = 2.0 (no unit)
  orientation average of xy: 1.400000
  tensor sum over 10: 1.400000
equal-time gain, 1 particle(s), quadrature: 2.5000
equal-time gain, 2 particle(s), quadrature: 2.7778
equal-time gain, 100 particles, formula: 4.8131
variance integral, tc/tau = 1: quadrature 1.6774, formula 1.6767
variance integral, tc/tau = 5: quadrature 17.0077, formula 17.0006
volume: 20000 bohr^3
kT: 0.0050 Ry
rms off-diagonal stress: 1.0e-05 Ry/bohr^3
correlation time tau: 4000 hbar/Ry
cutoff tc: 20000 hbar/Ry
origin window: 800000 hbar/Ry = 38.70 ps
time step of the simulated stress: 800 hbar/Ry
V C0/kT: 4.000e-04 Ry/bohr^3
exact viscosity: 1.6000 hbar/bohr^3 = 1.1387 mPa s
viscosity with cutoff: 1.5892 hbar/bohr^3
relative cutoff bias: -0.674 %
first trajectory, estimates in hbar/bohr^3:
  xy: 1.6439
  yz: 1.7099
  zx: 1.5428
  (xx-yy)/2: 2.0379
  (2zz-xx-yy)/(2 sqrt 3): 1.2056
  tensor formula: 1.6280
number of trajectories: 10000
mean of tensor formula: 1.5985 hbar/bohr^3
predicted relative variance, one component: 0.08500
predicted standard error, one: 29.16 % = 0.4665 hbar/bohr^3
predicted standard error, five: 13.04 % = 0.2086 hbar/bohr^3
observed standard error, one: 28.95 %
observed standard error, five: 12.97 %
observed variance gain, five orthogonal: 4.980
observed variance gain, three off-diagonal: 3.016
observed gain, non-orthogonal five: 4.512
predicted gain, non-orthogonal five: 4.545
observed gain, oscillating correlation: 4.970
window for 10 % error, one: 6.800e+06 hbar/Ry = 329.0 ps
window for 10 % error, five: 1.360e+06 hbar/Ry = 65.8 ps
finished without a failed check
```
